\section*{Energy Lost by Stress-Induced Leakage Electrons, Inferred from Carrier Separation}

\section{Problem}

A p-channel MOSFET has an n$^+$ polysilicon gate and a 7.0 nm silica layer. Source, drain and n-well are grounded and the gate is at $-V$, with $V>0$. Electrons tunnel from the gate into the silicon, where an energetic one may create an electron--hole pair. The electron of the pair leaves through the well, the hole through source and drain.

Electrical stress has left traps in the oxide, and these carry an additional leakage current. The magnitudes of the source--drain current $J_{sd}$ and the well current $J_b$, before (fresh) and after stress, are, in nA/cm$^2$:

\begin{center}
\begin{tabular}{ccccc}
$V$ (V) & $J_{sd}$ fresh & $J_b$ fresh & $J_{sd}$ stressed & $J_b$ stressed\\
5.0 & 0.0000509 & 0.000142 & 0.05746 & 5.0576\\
5.5 & 0.0246 & 0.0536 & 0.65237 & 10.681\\
6.0 & 2.892 & 5.847 & 7.1935 & 30.149
\end{tabular}
\end{center}

An unstressed device with 3.5 nm of oxide supplies the pair yield $\gamma_{\rm cal}$ of elastically tunnelling electrons at gate voltage $V'$:

\begin{center}
\begin{tabular}{ccccccc}
$V'$ (V) & 3.5 & 3.6 & 4.0 & 4.1 & 4.5 & 4.6\\
$\gamma_{\rm cal}$ & 0.00789 & 0.01197 & 0.04884 & 0.06586 & 0.18464 & 0.22754
\end{tabular}
\end{center}

The temperature is 300 K. These currents are synthetic; the loss used to generate them is disclosed after the solution. How much less energy does a leakage electron bring into the silicon than an electron that starts at the gate Fermi level and tunnels elastically at the same gate voltage?

\section{A tempting solution}

If $J_g$ is the electron current from the gate and $\gamma$ the number of pairs per electron, then
\begin{equation}
J_{sd}=\gamma J_g,\qquad J_b=(1+\gamma)J_g ,
\end{equation}
because the well collects both the injected electron and that of the pair. Subtraction gives $J_g=J_b-J_{sd}$, so that $\gamma=J_{sd}/(J_b-J_{sd})$.

The currents are largest at 6.0 V, so one uses the stressed device there:
\begin{equation}
\gamma_{\rm raw}=\frac{7.1935}{30.149-7.1935}=0.313 .
\end{equation}
Matching this yield to the calibration, continued above the tabulated 4.6 V with the model that generated it and with the energy references derived below, gives a loss of 1.29 eV. A log-linear extrapolation of the last two tabulated points gives 1.31 eV.

\section{The fault}

The ratio is a correct average over all electrons, but not all of them are leakage electrons. The fresh gate current at 6.0 V is $5.847-2.892=2.955$ nA/cm$^2$, or 13\% of the stressed 22.955 nA/cm$^2$. Its yield is $2.892/2.955=0.98$, so it supplies $2.892/7.1935=40\%$ of the holes. A minority of energetic electrons makes the leakage electrons look hotter than they are.

If stress leaves the elastic component unchanged, the leakage yield is the ratio of the increments,
\begin{equation}
\gamma_S=\frac{\Delta J_{sd}}{\Delta J_b-\Delta J_{sd}} .
\end{equation}
At 6.0 V, $\Delta J_{sd}=4.3015$ and $\Delta J_b=24.302$ nA/cm$^2$, hence $\gamma_S=4.3015/20.000=0.2151$. The same operation gives 0.0115 at 5.0 V and 0.0628 at 5.5 V.

\section{From yield to energy}

\subsection{Matching arrival energies}

Take the substrate Fermi level as zero of energy. The gate Fermi level is then at $qV$. Let $\Delta$ be the silicon conduction-band edge at the oxide interface. An electron that starts at the gate Fermi level and loses $W$ arrives with kinetic energy
\begin{equation}
K_S=qV-W-\Delta_S .
\end{equation}
In the calibration device elastic electrons start at a mean energy $e_C$ relative to the gate Fermi level and arrive with $K_C=qV'+e_C-\Delta_C$. Assume that both anodes have the same ionisation physics and that the yield is a rising function of the kinetic energy at the interface alone. Then equal yields mean equal arrival energies. The synthetic currents obey this assumption; its limit in a real anode is given at the end. Setting $K_S=K_C$ and solving for $W$,
\begin{equation}
W=q(V-V')-(\Delta_S-\Delta_C)-e_C,\qquad \gamma_{\rm cal}(V')=\gamma_S(V).
\label{loss}
\end{equation}
The small spread of elastic starting energies is represented here by its mean.

\subsection{The band edge}

Let $x$ point towards the interface, $F$ be the silicon field, $p$ the hole density and $k_BT\eta$ the height of the valence-band edge above the Fermi level. Neglecting depletion charge,
\begin{equation}
\varepsilon_s\frac{dF}{dx}=qp,\qquad k_BT\frac{d\eta}{dx}=qF,\qquad p=N_v\mathcal F_{1/2}(\eta),
\end{equation}
with normalised Fermi integrals, for which $d\mathcal F_{3/2}/d\eta=\mathcal F_{1/2}$. Multiply the first equation by $F$ and use the second:
\begin{equation}
\frac{d}{dx}\frac{\varepsilon_sF^2}{2}=qpF=k_BT\,p\,\frac{d\eta}{dx}
=\frac{d}{dx}\left[k_BTN_v\mathcal F_{3/2}(\eta)\right].
\end{equation}
Both brackets vanish deep in the silicon, so at the surface
\begin{equation}
\frac{\varepsilon_sF_s^2}{2}=k_BTN_v\mathcal F_{3/2}(\eta_s),\qquad \Delta=E_g+k_BT\eta_s .
\end{equation}
Here $E_g=1.12$ eV and $N_v=3\times10^{19}$ cm$^{-3}$. Continuity of displacement makes $F_s$ one third of the oxide field, for relative permittivities 3.9 and 11.7.

The accumulated gate obeys the same balance for electrons, if its donors are neglected and its effective density of states is also taken as $3\times10^{19}$ cm$^{-3}$, and places its Fermi level $\mu_g$ above its band edge. The oxide barrier is equal on both sides, so the oxide drop equals the difference of the two silicon band edges:
\begin{equation}
qV_{\rm ox}=(qV-\mu_g)-\Delta .
\end{equation}
These equations are solved together. At $V=5.5$ V they give $V_{\rm ox}=4.151$ V, an oxide field of 5.93 MV/cm and $\Delta_S=1.235$ eV.

\subsection{The elastic starting energy}

Measure energy from the gate band edge. With barrier $\phi=3.1$ eV, oxide thickness $t$ and $a=\phi-E_z$, the WKB transmission for perpendicular energy $E_z$ is
\begin{equation}
\begin{aligned}
T&=\exp\left[-\frac{2}{\hbar}\int\sqrt{2m(a-qV_{\rm ox}z/t)}\,dz\right]\\
&=\exp\left[-\frac{4\sqrt{2m}\,t}{3\hbar qV_{\rm ox}}
\left(a^{3/2}-\max(a-qV_{\rm ox},0)^{3/2}\right)\right],
\end{aligned}
\end{equation}
where the integral covers the forbidden region and $m$ is half the free-electron mass. For parabolic bands the transverse density of states is constant, so the elastic spectrum is $f(E)\int_0^E T(E_z)\,dE_z$, with $f$ the Fermi function. Its mean relative to $\mu_g$ is $e_C$, which lies between $-0.005$ and $-0.010$ eV at the three matches.

\subsection{The losses}

The yield varies almost exponentially between neighbouring calibration points, so its logarithm is interpolated. At 5.5 V,
\begin{equation}
V'=4.0+0.1\,\frac{\ln(0.06278/0.04884)}{\ln(0.06586/0.04884)}=4.084\ \text{V}.
\end{equation}
There $\Delta_C=1.266$ eV, and Eq.~(\ref{loss}) gives
\begin{equation}
W=1.416-(1.235-1.266)+0.010=1.457\ \text{eV}.
\end{equation}
The three voltages give:
\begin{center}
\begin{tabular}{cccc}
$V$ (V) & $V'$ (V) & $V-V'$ (V) & $W$ (eV)\\
5.0 & 3.590 & 1.410 & 1.436\\
5.5 & 4.084 & 1.416 & 1.457\\
6.0 & 4.572 & 1.428 & 1.475
\end{tabular}
\end{center}
The mean is 1.46 eV ($2.33\times10^{-19}$ J), or roughly 1.5 eV.

\section{What the number means}

\subsection{Sensitivity to the yield}

No ionisation law entered the inference. The slope of the calibration table already shows how yield errors propagate; a simple law gives that slope in closed form. Let the ionisation rate be $A(E-E_{\rm th})^p$, with $A=10^{11}$ s$^{-1}$ for energies in eV, $E_{\rm th}=1.1$ eV and $p=4.6$. Phonons of energy $\hbar\omega=0.063$ eV are emitted at rate $r(n+1)$ and absorbed at rate $rn$, with $r=10^{14}$ s$^{-1}$ and $n=0.096$.

Without ionisation, the electron walks down a ladder of energies. Let $\tau_j$ be the mean total time on rung $j$. Below the starting rung one net downward passage requires $r(n+1)\tau_{j+1}-rn\tau_j=1$, solved by $\tau_j=1/r$. Above it the net passage is zero, so each higher rung has $n/(n+1)$ times the previous time; together these rungs contribute $n/r$. The expected number of ionisations is therefore about
\begin{equation}
S\simeq\frac1r\left[\sum_{l\ge0}w(E-l\hbar\omega)+n\,w(E)\right],
\end{equation}
where $w$ is the ionisation rate and $l$ counts rungs downward from the starting energy $E$. By the midpoint rule the sum is an integral up to $E+\hbar\omega/2$, divided by $\hbar\omega$. The last term extends the limit by $n\hbar\omega$ to leading order. Thus
\begin{equation}
S\simeq\frac{A\,x^{p+1}}{(p+1)\hbar\omega r},\quad
x=E-E_{\rm th}+\hbar\omega\left(n+\tfrac12\right),\quad
\gamma\simeq1-e^{-S}.
\end{equation}
Here $e^{-S}$ approximates the chance of no ionisation when the ionisation probability per step is small, and second pairs from the same electron are neglected. Since $S'=(p+1)S/x$,
\begin{equation}
\kappa=\frac{d\ln\gamma}{dE}=\frac{S'e^{-S}}{1-e^{-S}}=\frac{S}{e^S-1}\,\frac{p+1}{x}.
\end{equation}
At 5.5 V the inferred arrival energy is 2.81 eV and $\kappa=3.1$ eV$^{-1}$. A leakage yield 10\% too high lowers $W$ by $\ln(1.1)/3.1=0.031$ eV. The steep yield makes it a forgiving thermometer.

\subsection{A spread of losses}

Suppose losses have mean $\bar W$ and standard deviation $\sigma$, and let $\bar K$ be the mean arrival energy. To second order the averaged yield is $\gamma(\bar K)+\sigma^2\gamma''/2$. A sharp arrival energy $\bar K+\delta$ gives $\gamma(\bar K)+\gamma'\delta$. Equating them,
\begin{equation}
W\simeq\bar W-\delta,\qquad
\delta=\frac{\sigma^2\gamma''}{2\gamma'}=\frac{\sigma^2}{2x}\left[p-(p+1)S\right].
\end{equation}
The last form follows from $\gamma'=S'e^{-S}$ and $\gamma''=(S''-S'^2)e^{-S}$, with $S''=pS'/x$. In this model the inferred loss is too small while $S<p/(p+1)=0.82$, that is for yields below about 0.56. All three leakage yields satisfy this.

The synthetic currents were generated with $\bar W=1.5$ eV and $\sigma=0.2$ eV. With derivatives taken from the numerically solved yield, the predicted shifts are 0.074, 0.050 and 0.030 eV at 5.0, 5.5 and 6.0 V. Adding them to the inferred losses gives 1.51 eV at each voltage to within 0.01 eV. With a sharp 1.5 eV loss at 5.5 V, the inference returns 1.50 eV. It does so also when $r$ is halved and $p$ reduced to 3.5, or when electrons gain a further 0.4 eV in both anodes.

\subsection{Rival readings}

A fraction $f$ of leakage electrons might tunnel elastically while the rest arrive too cold to ionise. At 5.5 V the elastic yield is 0.848, so $f=0.0628/0.848=0.074$ reproduces the datum. With $f$ fixed, however, the apparent loss would be 1.10 eV at 5.0 V and 1.90 eV at 6.0 V, unlike the nearly constant values found. One voltage cannot make this distinction. A suitably voltage-dependent $f$ is not excluded by these yields.

Nor do the yields show where the energy went. A gate electron at the top of the valence band at the interface starts $E_g+\mu_g=1.12+0.115=1.235$ eV below the gate Fermi level. For such electrons only $1.457-1.235=0.22$ eV of the deficit at 5.5 V would be lost in the oxide. The gate donors, neglected here, would raise $\mu_g$ and lower this remainder, by about 0.05 eV for a donor density of $10^{20}$ cm$^{-3}$. Assigning the full $W$ to trap relaxation assumes emission near the gate Fermi level.

\subsection{Real oxides}

Carrier separation on stressed thermal silica has indicated a loss of roughly 1.5 eV. That is an experimental finding; here the value was put into the data, and the calculation shows that the method recovers it. The barrier, masses and scattering rates are rough typical values, and the leakage densities were chosen. Real inversion layers are quantised, contrary to the classical hole gas used above. For a rough estimate, take the ground-level energy of an infinite triangular well with the full surface field and a hole mass of 0.3 free-electron masses, and add it to the classical band edge at fixed oxide field. This raises $\Delta_C-\Delta_S$, and hence $W$ as given by Eq.~(\ref{loss}), by about 0.07 eV at 5.5 V. The estimate is too high: adding the level to the classical edge counts part of the holes' kinetic energy twice, the holes screen the field inside the well, and at fixed gate voltage a higher band edge also lowers the oxide field. The band-edge term itself is doubtful in a real anode. For equal well doping the two classical hole layers lie on one band profile, and at the 5.5 V match the calibration edge falls to the surface value of the stressed device within 0.14 nm. This is far shorter than the distance between phonon events, about 8 nm for a free-electron mass at 2.8 eV. Both groups of electrons then ionise in nearly the same band profile, equal yields mean nearly equal total energies, and most of $\Delta_S-\Delta_C$ drops out of Eq.~(\ref{loss}). Without that term the losses would be 1.415, 1.426 and 1.435 eV, so for a real device the band-edge reference is uncertain by 0.02 to 0.04 eV. Stress can also leave charge in the oxide. If it increases the elastic current as much as an extra 0.02 V on the gate, the inferred loss at 6.0 V falls by 0.04 eV. Tunnelling of channel holes in the calibration device changes the result by an estimated 0.001 eV at the 5.5 V match, but by roughly 0.015 eV at the 5.0 V match, where the pair yield is smaller and the hole share of the current larger. At the highest match, calibration electrons travel about 0.2 nm in the oxide conduction band, where scattering could slightly violate the elastic assumption. In the 7 nm oxide the fresh electrons travel 1.3 to 2.5 nm in that band between 5.0 and 6.0 V and would scatter in real silica. Their yields cancel from $\gamma_S$, but they enter the rival reading as model values, computed without oxide scattering or second pairs. An oxide loss of 0.3 eV would change the apparent losses of 1.10 and 1.90 eV to 1.17 and 1.84 eV, which is still far from constant. The numerical output lists the remaining inputs and intermediate values.

\section*{Numbers as computed}
\begin{verbatim}
Temperature 300 K; kT 0.0259 eV; gap 1.12 eV
Oxides: stressed 7.0 nm, calibration 3.5 nm
Barriers: electron 3.1 eV, hole 4.6 eV
Oxide masses: electron 0.5, hole 0.4 m0
Band densities 3.0e+19 cm^-3 (both bands)
Phonon 0.063 eV, rate 1.0e+14 /s, occupation 0.0958
Ionisation: 1.0e+11 /s, threshold 1.1 eV, power 4.6
Hidden loss: mean 1.5 eV, spread 0.2 eV
V (V) | oxide drop (V) | field (MV/cm) | band edge (eV)
5.0 | 3.677 | 5.25 | 1.221
5.5 | 4.151 | 5.93 | 1.235
6.0 | 4.626 | 6.61 | 1.247
V (V) | fresh gate, fresh S/D, fresh well (nA/cm2)
5.0 | 9.157e-05, 5.088e-05, 0.0001424
5.5 | 0.02903, 0.0246, 0.05363
6.0 | 2.955, 2.892, 5.847
V (V) | stressed gate, stressed S/D, stressed well (nA/cm2)
5.0 | 5.0001, 0.05746, 5.0576
5.5 | 10.029, 0.65237, 10.681
6.0 | 22.955, 7.1935, 30.149
V (V) | elastic yield | leakage yield
5.0 | 0.5557 | 0.01148
5.5 | 0.8476 | 0.06278
6.0 | 0.9784 | 0.21509
Calibration points bracketing each match: V' (V), yield
3.5, 0.00789; 3.6, 0.01197
4.0, 0.04884; 4.1, 0.06586
4.5, 0.18464; 4.6, 0.22754
V (V) | V' (V) | V-V' (V) | calib. edge (eV) | emission (eV)
5.0 | 3.590 | 1.410 | 1.243 | -0.005
5.5 | 4.084 | 1.416 | 1.266 | -0.010
6.0 | 4.572 | 1.428 | 1.287 | -0.007
V (V) | inferred loss (eV) | spread bias (eV) | rival loss (eV)
5.0 | 1.436 | 0.074 | 1.101
5.5 | 1.457 | 0.050 | 1.457
6.0 | 1.475 | 0.030 | 1.897
Mean inferred loss 1.456 eV = 2.333e-19 J
Monte Carlo at 5.5 V: yield 0.06306, loss 1.456 eV
Sharp-loss checks (eV): 1.504, 1.503, 1.503
Rival elastic fraction 0.0741
At 5.5 V: arrival 2.808 eV, log slope 3.105 /eV
10% higher leakage yield lowers loss by 0.0313 eV
Channel holes: current ratio 1.92e-04, energy error 0.0010 eV
Hole confinement difference 0.0732 eV
0.02 V trapped-charge shift at 6 V: loss error 0.0408 eV
No fresh subtraction at 6 V: yield 0.3134, loss 1.291 eV
Oxide-band travel in calibration at highest match 0.208 nm
Second-pair probability bound at 5.5 V 2.07e-04
\end{verbatim}
